# Photon absorption and emission rates, Einstein coefficients and Planck's law

A model of radiating atoms in warm surroundings needs a decision for every spectral line. The transition dipole gives a spontaneous decay rate. Should the rate equations also contain absorption of the surrounding radiation, and emission stimulated by it? The size of both processes relative to spontaneous decay is set by one number, the mean number of photons $n$ in each field mode at the line frequency. For stimulated emission that number settles the question; for absorption it also matters what else populates the upper level. Absorption goes as $n$, emission as $n+1$, and in equilibrium the temperature fixes $n$.

## The result and its conventions

Atomic units are used, $\hbar=e=m_e=4\pi\varepsilon_0=1$, so that energy and angular frequency are the same quantity and $c\approx137$. An atom has a lower state $g$ and an upper state $e$, separated by $\omega$. Both wavefunctions are taken real, so the transition dipole $\boldsymbol\mu=\langle e|\hat{\boldsymbol\mu}|g\rangle$ is a real vector of length $\mu$. Let $u(\omega)\,d\omega$ be the radiation energy per volume between $\omega$ and $\omega+d\omega$, without zero-point energy. If all modes near $\omega$ have the same mean occupation $n$, the rates are

$$W_{\rm abs}=An=Bu,\qquad W_{\rm em}=A(n+1)=A+Bu, \tag{1}$$

$$A=\frac{4\omega^3\mu^2}{3c^3},\qquad B=\frac{4\pi^2\mu^2}{3},\qquad \frac AB=\frac{\omega^3}{\pi^2c^3}. \tag{2}$$

In equilibrium at temperature $T$,

$$n=\frac{1}{e^{\omega/k_BT}-1},\qquad u=\frac{\omega^3}{\pi^2c^3}\,\frac{1}{e^{\omega/k_BT}-1}. \tag{3}$$

These are leading-order results for weak coupling, in free space, for a wavelength much longer than the atom.

## First derivation: the quantized field

**The factors $n$ and $n+1$.** Enclose the field in a large periodic box of volume $V$. Each mode, with wavevector $\mathbf k$, frequency $\omega_k=ck$ and real polarization vector $\boldsymbol\epsilon$, is a harmonic oscillator with energy $\omega_k(a^\dagger a+\tfrac12)$ and $[a,a^\dagger]=1$. Let $|n\rangle$ be a normalized eigenstate of $a^\dagger a$ with eigenvalue $n$. The commutator gives

$$a^\dagger a\,a=(aa^\dagger-1)a=a(a^\dagger a-1),$$

so $a|n\rangle$ has eigenvalue $n-1$. In the same way $a^\dagger a\,a^\dagger=a^\dagger(a^\dagger a+1)$, so $a^\dagger|n\rangle$ has eigenvalue $n+1$. The squared lengths of these vectors are

$$\langle n|a^\dagger a|n\rangle=n,\qquad \langle n|aa^\dagger|n\rangle=\langle n|a^\dagger a+1|n\rangle=n+1.$$

A squared length cannot be negative, so repeated lowering must stop, which requires $n=0,1,2,\dots$ With the usual choice of phases,

$$a|n\rangle=\sqrt n\,|n-1\rangle,\qquad a^\dagger|n\rangle=\sqrt{n+1}\,|n+1\rangle. \tag{4}$$

The extra 1 in emission is the commutator.

**The field amplitude.** At the atom, placed at the origin, one mode contributes the electric field $\mathbf E=iF\boldsymbol\epsilon(a-a^\dagger)$, with $F$ to be found. Squaring,

$$E^2=-F^2(a^2+a^{\dagger2}-aa^\dagger-a^\dagger a).$$

The first two terms change the photon number and have no expectation value in $|n\rangle$. The others give $\langle E^2\rangle=F^2(2n+1)$, and for a travelling wave this is the same everywhere in the box. The electric energy density is $E^2/8\pi$ and the magnetic part is equal on average, so the mode energy is

$$\frac{V}{4\pi}F^2(2n+1)=\omega_k\left(n+\tfrac12\right)\quad\Rightarrow\quad F^2=\frac{2\pi\omega_k}{V}. \tag{5}$$

**Matrix elements.** The field hardly varies across the atom, so the coupling is $-\hat{\boldsymbol\mu}\cdot\mathbf E$. From (4),

$$\langle e,n-1|{-\hat{\boldsymbol\mu}\cdot\mathbf E}|g,n\rangle=-iF(\boldsymbol\mu\cdot\boldsymbol\epsilon)\sqrt n,$$

$$\langle g,n+1|{-\hat{\boldsymbol\mu}\cdot\mathbf E}|e,n\rangle=+iF(\boldsymbol\mu\cdot\boldsymbol\epsilon)\sqrt{n+1}.$$

The signs disappear in the squares:

$$|M_{\rm abs}|^2=\frac{2\pi\omega_k}{V}(\boldsymbol\mu\cdot\boldsymbol\epsilon)^2\,n,\qquad |M_{\rm em}|^2=\frac{2\pi\omega_k}{V}(\boldsymbol\mu\cdot\boldsymbol\epsilon)^2\,(n+1). \tag{6}$$

**From amplitudes to rates.** Let $\Delta$ be the final energy minus the initial energy of atom and field together. To first order, the probability of the transition after time $t$ is

$$P=\left|-iM\int_0^t e^{i\Delta t'}dt'\right|^2=|M|^2\,\frac{\sin^2(\Delta t/2)}{(\Delta/2)^2}. \tag{7}$$

For a single mode at resonance, $\Delta=0$ and $P=|M|^2t^2$. This is not yet a rate, but it is already proportional to $n$ or $n+1$. The numerical check evolves an atom and one mode without first-order theory and finds these factors for $n=0$ to 5, within 0.002 at the short time used. First order requires $|M|t\ll1$; at longer times a single mode makes the atom oscillate between its levels.

In free space many modes lie near resonance. They lead to different final photon states, so their probabilities add. Substituting $y=\Delta t/2$,

$$\int_{-\infty}^{\infty}\frac{\sin^2(\Delta t/2)}{(\Delta/2)^2}\,d\Delta=2t\int_{-\infty}^{\infty}\frac{\sin^2y}{y^2}\,dy=2\pi t. \tag{8}$$

The peak at $\Delta=0$ has a width of order $1/t$. When $t\gg1/\omega$ and the occupation $n$ changes little over this width, the other factors can be evaluated at resonance in the part of the probability that grows with time. That part is linear in $t$, and its slope is the golden-rule rate

$$W=2\pi\sum_{\mathbf k,\boldsymbol\epsilon}|M|^2\,\delta(\omega_k-\omega). \tag{9}$$

Modes far from resonance add a part that does not grow with $t$ and is not a rate. For emission into empty modes, the dipole coupling makes this part grow without limit as modes of higher frequency are included. The dipole approximation fails at such frequencies, so the size of this part is not determined here; $W$ is the slope of the probability, not its value divided by $t$. The time must also be short compared with $1/W$. Both conditions can be met when $W/\omega$ is very small; in the example below $n\ll1$ and $A/\omega$ is about $4\times10^{-8}$.

**Summing over modes.** In a periodic box each mode occupies a volume $(2\pi)^3/V$ of wavevector space. With $k=\omega_k/c$, the number of modes per polarization is

$$\frac{V}{(2\pi)^3}k^2\,dk\,d\Omega=\frac{V\omega_k^2}{8\pi^3c^3}\,d\omega_k\,d\Omega. \tag{10}$$

The two polarization vectors and $\hat{\mathbf k}$ form an orthonormal set, so $\sum_{\boldsymbol\epsilon}(\boldsymbol\mu\cdot\boldsymbol\epsilon)^2=\mu^2-(\boldsymbol\mu\cdot\hat{\mathbf k})^2$. Over all directions the mean of $(\boldsymbol\mu\cdot\hat{\mathbf k})^2$ is $\mu^2/3$, hence

$$\int\left[\mu^2-(\boldsymbol\mu\cdot\hat{\mathbf k})^2\right]d\Omega=4\pi\mu^2\left(1-\tfrac13\right)=\frac{8\pi}{3}\mu^2.$$

Inserting (6) and (10) into (9) for emission,

$$W_{\rm em}=2\pi\cdot\frac{V\omega^2}{8\pi^3c^3}\cdot\frac{2\pi\omega}{V}\cdot\frac{8\pi}{3}\mu^2\,(n+1)=\frac{4\omega^3\mu^2}{3c^3}(n+1). \tag{11}$$

The box volume cancels. Absorption differs by $n$ in place of $n+1$. This proves the photon-number form of (1) and the value of $A$.

The factor $n+1$ belongs to each mode separately. If one mode of a light beam holds many photons and the others are empty, emission into that mode is enhanced, provided that $\boldsymbol\mu\cdot\boldsymbol\epsilon\neq0$, while emission into every other mode keeps the factor 1. Equation (11) is derived for the same $n$ in all directions and polarizations. If the photon numbers fluctuate and the modes have no fixed phase relations, as in thermal light, the rates are averaged over their distribution. Since they are linear in $n$, the mean occupation takes its place.

**From $n$ to $u$.** Two polarizations and the full solid angle $4\pi$ turn (10) into a mode density per volume and frequency, and each mode carries energy $n\omega$ above its zero-point energy:

$$2\cdot4\pi\cdot\frac{\omega^2}{8\pi^3c^3}=\frac{\omega^2}{\pi^2c^3},\qquad u=\frac{n\,\omega^3}{\pi^2c^3}. \tag{12}$$

Setting $An=Bu$ gives $B=A\pi^2c^3/\omega^3=4\pi^2\mu^2/3$, which completes (2).

**Degenerate levels.** Suppose the levels contain $g_g$ and $g_e$ states. A total rate is summed over final states and averaged over equally populated initial states. With $S=\sum_{ij}|\boldsymbol\mu_{ij}|^2$ over all pairs,

$$A_{eg}=\frac{4\omega^3S}{3c^3g_e},\qquad B_{eg}=\frac{4\pi^2S}{3g_e},\qquad B_{ge}=\frac{4\pi^2S}{3g_g}. \tag{13}$$

The first index is the initial level. Therefore $g_gB_{ge}=g_eB_{eg}$, while $A_{eg}/B_{eg}$ is still $\omega^3/(\pi^2c^3)$.

**Detailed balance.** In thermal equilibrium each process is balanced by its reverse. Let $N_g$ and $N_e$ be the level populations. The upward rate per lower-level atom is $B_{ge}u=(g_e/g_g)A_{eg}n$, so

$$N_g\,\frac{g_e}{g_g}\,A_{eg}\,n=N_e\,A_{eg}(n+1). \tag{14}$$

The Boltzmann law gives $N_e/N_g=(g_e/g_g)e^{-\omega/k_BT}$. The degeneracies and $A_{eg}$ cancel:

$$\frac{n}{n+1}=e^{-\omega/k_BT}\quad\Rightarrow\quad n\left(1-e^{-\omega/k_BT}\right)=e^{-\omega/k_BT}. \tag{15}$$

Dividing by the bracket and multiplying numerator and denominator by $e^{\omega/k_BT}$ gives $n$ in (3). Equation (12) then gives Planck's law. No property of the atom except its frequency survives, as must be so if radiation in equilibrium with different materials is the same.

If the 1 were missing from $n+1$, (14) would give $N_e/N_g=g_e/g_g$ for any $n>0$. All states would be equally populated, in conflict with the Boltzmann law at finite temperature.

## Second derivation: a classical field and equilibrium

Now treat the atom by quantum mechanics but the radiation as a classical wave. Photon numbers and equation (4) are not used.

**The coefficient $B$.** Isotropic broadband light is a sum of waves with frequencies $\omega_j$, spacing $\delta\omega$, amplitudes $F_j$ and random phases $\phi_j$. The time average of $\cos^2$ is $\tfrac12$, and electric and magnetic energies are equal, so

$$u\,\delta\omega=\frac{\overline{E^2}}{4\pi}=\frac{F_j^2}{8\pi}. \tag{16}$$

On average one third of $F_j^2$ lies along $\boldsymbol\mu$. Call the component along the dipole $f_j$; then $f_j^2=8\pi u\,\delta\omega/3$. The first-order amplitude for absorption is

$$c_e=i\mu\sum_jf_j\int_0^t\cos(\omega_jt'+\phi_j)\,e^{i\omega t'}dt'. \tag{17}$$

Write the cosine as half the sum of two exponentials. The part $\tfrac12e^{-i(\omega_jt'+\phi_j)}$ nearly cancels the atomic oscillation and grows with time. For waves near resonance, the other part oscillates near $2\omega$ and does not grow. In $|c_e|^2$ the cross terms between different waves average to zero because the phases are random. Keeping only the part of the probability that grows with time, and using (8),

$$\overline{|c_e|^2}=\sum_j\frac{\mu^2f_j^2}{4}\,\frac{\sin^2[(\omega-\omega_j)t/2]}{[(\omega-\omega_j)/2]^2}=\frac{\mu^2}{4}\cdot\frac{8\pi u}{3}\cdot2\pi t=\frac{4\pi^2\mu^2}{3}\,u\,t. \tag{18}$$

The absorption rate is $Bu$ with the same $B$ as before. Direct time integration in the numerical check gives 0.997 of this rate for a field of finite bandwidth.

An atom that starts in $e$ has $e^{-i\omega t'}$ in place of $e^{i\omega t'}$ in (17). The other half of the cosine is then resonant, and the probability is the same. Classical light therefore stimulates emission as strongly as absorption for each pair of states. Summing and averaging over degenerate states gives $g_gB_{ge}=g_eB_{eg}$ again.

**The need for spontaneous emission.** With these two processes alone, all states would become equally populated. Boltzmann populations require an additional downward rate. Assume that it is a constant $A_{eg}$ of the atom, independent of the radiation. Balance reads

$$N_gB_{ge}u=N_e(A_{eg}+B_{eg}u). \tag{19}$$

Insert $B_{ge}=(g_e/g_g)B_{eg}$ and the Boltzmann ratio, then divide by $N_gg_e/g_g$:

$$B_{eg}u=e^{-\omega/k_BT}(A_{eg}+B_{eg}u)\quad\Rightarrow\quad u=\frac{A_{eg}/B_{eg}}{e^{\omega/k_BT}-1}. \tag{20}$$

The temperature dependence of Planck's law is now fixed, but its prefactor is not.

**The prefactor from the classical limit.** For $k_BT\gg\omega$, $e^{\omega/k_BT}-1\approx\omega/k_BT$, and (20) becomes $u\approx(A_{eg}/B_{eg})\,k_BT/\omega$. In this limit classical statistical mechanics should hold. It assigns the mean energy $k_BT$ to each oscillator, and the mode density in (12), which is a count of classical waves, gives $u=\omega^2k_BT/(\pi^2c^3)$. Equating the two,

$$\frac{A_{eg}}{B_{eg}}=\frac{\omega^3}{\pi^2c^3}. \tag{21}$$

Both coefficients belong to the atom and do not depend on temperature, so a ratio found at high temperature holds at every temperature. Equation (20) becomes Planck's law. Multiplying (21) by $B=4\pi^2\mu^2/3$ gives $A=4\omega^3\mu^2/(3c^3)$ for one pair of states, the value in (2).

Finally, define $n$ as the energy per mode divided by $\omega$, so that $n=\pi^2c^3u/\omega^3=Bu/A$. Then absorption is $Bu=An$, and emission is $A+Bu=A(n+1)$. The result (1) has been reached again, with $n$ as a measure of energy and not as a count of photons.

## What each derivation assumes

The first derivation assumes that field modes are quantum oscillators. From this it obtains spontaneous emission, its rate and the factor $n+1$ without reference to temperature. Equilibrium enters at the end, through the Boltzmann populations of the atoms, and serves to find the thermal value of $n$.

The second derivation assumes less about the field and more about equilibrium. It needs Boltzmann populations, a spontaneous rate independent of the radiation, and the classical energy $k_BT$ per mode at high temperature. The spontaneous rate is inferred because equilibrium would fail without it; no mechanism is given.

They also differ in reach. The second derivation gives the total emission rate in isotropic light. The first gives the factor $n+1$ mode by mode, and so also applies to light that is confined to one direction. A constant rate still needs many modes spread in frequency across the line; a few modes alone give the factors $n$ and $n+1$ in the probability (7), but no rate. Since $A$ is a property of the atom, its value from either derivation can be used away from equilibrium.

Several conditions are shared. The radiation must be smooth in frequency across the line, free of fixed phase relations between its modes, and weak enough for a constant rate to exist. When $\omega\gg k_BT$, thermal light at much lower frequencies also mixes the upper state into the atom off resonance, which is scattering and not absorption. For the hydrogen line below this admixture is less than $10^{-6}$ of $n$ at $k_BT=1$ eV, but it exceeds $n$ at $k_BT=0.3$ eV and below, where $n$ at the line frequency no longer measures the weight of the upper state. The wavelength must be long compared with the atom. The mode density must be that of free space; in a resonator comparable in size to the wavelength, (10) does not hold, and the $A$ obtained from it does not apply.

## Hydrogen 1s–2p and the decision

Take hydrogen with a nonrelativistic electron, a fixed nucleus and no spin–orbit coupling. The digits below belong to this model. Replacing the electron mass by the reduced mass $m$ scales $\omega$ as $m$ and $\mu$ as $1/m$, so $A\propto\omega^3\mu^2$ scales as $m$, and both $\omega$ and $A$ fall by about five parts in $10^4$. The level energies $-1/(2N^2)$, with $N$ the principal quantum number, give $\omega=\tfrac12-\tfrac18=\tfrac38$, or 10.204 eV. The orbitals are $\psi_{1s}=e^{-r}/\sqrt\pi$ and $\psi_{2p_z}=z\,e^{-r/2}/(4\sqrt{2\pi})$. Since $z^2$ averages to $r^2/3$ over directions,

$$\mu=\frac{1}{4\pi\sqrt2}\cdot\frac{4\pi}{3}\int_0^\infty r^4e^{-3r/2}dr=\frac{1}{3\sqrt2}\cdot24\left(\frac23\right)^5=\frac{128\sqrt2}{243}=0.745.$$

This is 0.3942 Å times the electron charge. The $2p_x$ and $2p_y$ states have dipoles of the same length along $x$ and $y$.

From (2), with $c=137.04$,

$$A=\frac43\cdot\frac{(0.375)^3(0.745)^2}{(137.04)^3}\approx1.516\times10^{-8},$$

which is $4.126\times10^{-7}$ eV, or $6.268\times10^8$ s$^{-1}$, a lifetime of 1.595 ns. For 2p→1s, $B=29.45$ eV Å$^3$. For 1s→2p it is three times larger, 88.34 eV Å$^3$, because $g_e/g_g=3$.

Let the surroundings have $k_BT=1$ eV, and consider the ratio of these two level populations, leaving ionization and other levels aside. Then

$$n=\frac{1}{e^{10.204}-1}=3.70\times10^{-5}.$$

The upward rate per 1s atom is $3An=4.58\times10^{-11}$ eV, and the downward rate per 2p atom is $A(n+1)=4.126\times10^{-7}$ eV. Their quotient is the population ratio,

$$\frac{N_{2p}}{N_{1s}}=\frac{4.58\times10^{-11}}{4.126\times10^{-7}}=1.11\times10^{-4},$$

equal to the Boltzmann value $3e^{-10.204}$.

Stimulated emission can thus be dropped for this line: by (15) it is a fraction $n/(n+1)=e^{-\omega/k_BT}$ of all emission, here $3.7\times10^{-5}$. Absorption cannot be dropped if the 2p population is wanted, because in this two-level balance it is the only source of 2p atoms, however small its rate.

For lines of lower energy the decision changes. At the same temperature, a 3 eV line has $n=0.052$, and neglecting stimulated emission lowers the emission rate by 5 percent. At 1 eV, $n=0.58$ and the loss is 37 percent. Stimulated and spontaneous emission are equal when $n=1$, that is, at $\omega=k_BT\ln2=0.693$ eV. At 0.3 eV, $n=2.86$, and most of the emission is stimulated.

## Calculated quantities

```
One mode: probability of changing level / (g t)^2, no unit
  g t = 0.010 (no unit)
  n = 0: absorption 0.000, emission 1.000
  n = 1: absorption 1.000, emission 2.000
  n = 2: absorption 2.000, emission 3.000
  n = 3: absorption 3.000, emission 4.000
  n = 4: absorption 4.000, emission 4.999
  n = 5: absorption 4.999, emission 5.999
Decay rate, exact / golden rule: 1.0032 (no unit)
Box-mode sum / A formula, w L/(2 pi c) = 15: 1.0133 (no unit)
Box-mode sum / A formula, w L/(2 pi c) = 30: 1.0033 (no unit)
Classical-field rate / (B u): 0.9970 (no unit)
Hydrogen 1s-2p
  transition energy: 10.2043 eV
  same from radial grid: 10.2042 eV
  wavelength: 1215.0 angstrom
  dipole / e: 0.39420 angstrom
  same from radial grid: 0.39421 angstrom
  wavenumber times Bohr radius: 0.00274 (no unit)
  hbar A: 4.1259e-07 eV
  A: 6.2683e+08 1/s
  lifetime 1/A: 1.5953 ns
  A / w: 4.043e-08 (no unit)
  B(2p->1s), hbar = 1: 29.4462 eV angstrom^3
  B(1s->2p), hbar = 1: 88.3387 eV angstrom^3
  A/B(2p->1s), hbar = 1: 1.4012e-08 1/angstrom^3
Thermal field, kT = 1.000 eV
  temperature: 11604.5 K
  photons per mode at 1s-2p: 3.7013e-05 (no unit)
  u at 1s-2p, hbar = 1: 5.1861e-13 1/angstrom^3
  hbar x upward rate per 1s atom: 4.5814e-11 eV
  hbar x downward rate per 2p atom: 4.1260e-07 eV
  N(2p)/N(1s) from rates: 1.1104e-04 (no unit)
  N(2p)/N(1s) from Boltzmann: 1.1104e-04 (no unit)
  N(2p)/N(1s) without spontaneous term: 3.0000 (no unit)
Photons per mode at this kT (no unit)
  0.3 eV: kinetics 2.85830, canonical 2.85830, Planck 2.85830
  1.0 eV: kinetics 0.58198, canonical 0.58198, Planck 0.58198
  3.0 eV: kinetics 0.05240, canonical 0.05240, Planck 0.05240
  stimulated = spontaneous at: 0.6931 eV
  energy density, Planck integral: 8.56346e-11 eV/angstrom^3
  energy density, Stefan-Boltzmann: 8.56346e-11 eV/angstrom^3
```
